\section*{When (E+F)/2 Fails: Smearing an Atom with a Partly Filled Shell}

\section{Definitions and conventions}

In a smeared mean-field calculation with width $\sigma>0$, an orbital of energy $\varepsilon_i$ has occupation $f_i=f(x_i)$, where $x_i=(\varepsilon_i-\mu)/\sigma$ and $\mu$ fixes the electron number. The width is an energy and the entropy $S=\sum_i s(x_i)$ is dimensionless. For Fermi--Dirac smearing $\sigma$ is the thermal energy; for the other schemes it is a numerical parameter. The three schemes used here are
\begin{align}
\text{Fermi--Dirac:}\quad & f=\frac{1}{e^{x}+1}, & s&=-f\ln f-(1-f)\ln(1-f),\\
\text{Gaussian:}\quad & f=\tfrac12\operatorname{erfc}x, & s&=\frac{e^{-x^2}}{2\sqrt\pi},\\
\text{Methfessel--Paxton 1:}\quad & f=\tfrac12\operatorname{erfc}x-\frac{x\,e^{-x^2}}{2\sqrt\pi}, & s&=\frac{(1-2x^2)e^{-x^2}}{4\sqrt\pi}.
\end{align}
Differentiation shows that all three satisfy
\begin{equation}
\frac{ds}{dx}=x\,\frac{df}{dx}. \label{eq:sx}
\end{equation}

Let $E(\sigma)$ be the energy functional evaluated at the self-consistent smeared occupations, and let
\begin{equation}
F(\sigma)=E(\sigma)-\sigma S(\sigma),\qquad E_0=\lim_{\sigma\to0}E(\sigma).
\end{equation}
As long as $S$ stays bounded, $E$, $F$ and $(E+F)/2$ all tend to $E_0$. They differ in how fast they do so. The belief to be examined is that $(E+F)/2$ removes the leading width error from any smeared calculation.

\section{A counter-example: the boron atom}

Take boron with three spin-up and two spin-down electrons, each number held fixed. The $1s$ and $2s$ levels are filled in both channels, and one spin-up electron remains for three $2p$ orbitals. The Fock matrix is spherically averaged, so these three levels stay degenerate and share the electron equally, with $f=1/3$ each. The level of theory is spin-polarized PBE in the cc-pVDZ basis. The linear law derived below does not depend on the basis, the functional or relativity. The total energies, the gaps and the exponentially small errors of $E$ quoted for boron do, and belong to this basis; $E_0$ itself drops by 0.07~eV in cc-pVTZ.

Suppose first that $\sigma$ is so small that no other level is partly occupied. The electron count then fixes $f=1/3$ at every width. For Fermi--Dirac smearing this requires $e^{x}=(1-f)/f=2$, so $\mu=\varepsilon_p-\sigma\ln2$: the Fermi level follows the shell as the width shrinks, and the entropy does not vanish. It stays at
\begin{align}
S_0&=-3\left[\tfrac13\ln\tfrac13+\tfrac23\ln\tfrac23\right]
=\ln3+2\ln\tfrac32\nonumber\\
&=1.0986+0.8109=1.9095 .
\end{align}
The occupations do not change with $\sigma$, so neither do the self-consistent orbitals nor $E$. Therefore
\begin{equation}
E=E_0,\qquad F=E_0-\sigma S_0,\qquad \frac{E+F}{2}=E_0-\frac{\sigma S_0}{2}. \label{eq:atom}
\end{equation}
The average halves the linear error of $F$ and puts it into a quantity that had none.

A separate calculation with prescribed occupations $1/3$ gives $E_0=-669.416$~eV ($-24.6006$~hartree). Relative to it, the Fermi--Dirac results in meV are:
\begin{center}
\begin{tabular}{rrrr}
$\sigma$ (eV) & $E-E_0$ & $F-E_0$ & $(E+F)/2-E_0$\\
0.05 & 0.000 & $-95.5$ & $-47.7$\\
0.10 & 0.000 & $-191.0$ & $-95.5$\\
0.20 & 0.005 & $-381.9$ & $-191.0$\\
0.40 & 6.995 & $-764.8$ & $-378.9$
\end{tabular}
\end{center}
At $\sigma=0.10$~eV, equation (\ref{eq:atom}) predicts $-0.10\times1.9095/2=-0.0955$~eV for the average, as found. If this average served as the atomic reference in an atomization energy, with the compound treated accurately, the result would be too small by 95~meV per boron atom.

Gaussian smearing changes the number but not the law. The condition $\tfrac12\operatorname{erfc}y=\tfrac13$ fixes $y$, and $S_0=3e^{-y^2}/(2\sqrt\pi)=0.7713$. At 0.10~eV the average is then wrong by $-38.6$~meV, while $E$ shows no error at the printed precision.

For $m$ electrons in a $g$-fold shell the same argument holds with $f=m/g$, giving $S_0=-g[f\ln f+(1-f)\ln(1-f)]$ for Fermi--Dirac smearing. This is the entropy of independently occupied orbitals. Its occupation patterns include those with zero, two or three electrons in the boron shell. Restricting them to exactly one electron leaves three equally likely patterns and the smaller entropy $\ln3=1.0986$. The value 1.9095 therefore belongs to the smearing construction and is not the entropy of an atom with a fixed number of electrons.

\subsection{The error that remains in $E$}

The small errors of $E$ at the larger widths come from excitation across gaps. Consider a closed channel whose highest filled level has degeneracy $a$ and whose lowest empty level has degeneracy $b$, separated by $\Delta\gg\sigma$. Let $\delta$ be the number of excited electrons. In the tails of the Fermi--Dirac function,
\begin{equation}
\delta=a\,e^{-(\mu-\varepsilon_a)/\sigma}=b\,e^{-(\varepsilon_b-\mu)/\sigma}.
\end{equation}
The first expression counts holes and the second counts electrons. Their product eliminates $\mu$:
\begin{equation}
\delta^2=ab\,e^{-\Delta/\sigma},\qquad
E-E_0\simeq\Delta\,\delta=\Delta\sqrt{ab}\;e^{-\Delta/(2\sigma)}. \label{eq:gap}
\end{equation}
For the spin-down channel of boron, $a=1$, $b=3$ and $\Delta=5.818$~eV. At $\sigma=0.20$~eV the formula gives 0.00486~meV, and the self-consistent calculation gives the same. In the spin-up channel the open shell holds $\mu$ near $\varepsilon_p$, so holes in $2s$ carry the full factor $e^{-\Delta/\sigma}$, with $\Delta=5.925$~eV, and are far rarer. These numbers shift with the basis. In cc-pVTZ the spin-down gap is 5.77~eV and the error of $E$ at 0.40~eV is 7.3~meV instead of 7.0~meV. In aug-cc-pVTZ it is 7.5~meV, of which about 0.1~meV comes from spin-up $2p$ electrons excited into a diffuse empty level 4.1~eV higher.

\section{The general statement and its proof}

Assume that the calculation follows one self-consistent branch at fixed electron number, and that for small $\sigma$
\begin{equation}
F(\sigma)=E_0+c\,\sigma^{n}+o(\sigma^{n}),\qquad n>0,\ c\neq0, \label{eq:power}
\end{equation}
with an expansion that may be differentiated term by term. Then
\begin{equation}
E_0=F+\frac{E-F}{n}+o(\sigma^n). \label{eq:main}
\end{equation}

\paragraph{Stationarity.} At self-consistency the orbitals make $E$ stationary at given occupations, so a change of occupations gives $dE=\sum_i\varepsilon_i\,df_i$. From (\ref{eq:sx}), $dS=\sum_i x_i\,df_i$. Hence
\begin{equation}
dE-\sigma\,dS=\sum_i\bigl[\varepsilon_i-(\varepsilon_i-\mu)\bigr]df_i=\mu\sum_i df_i=0,
\end{equation}
because the electron number is fixed. If each spin channel has its own fixed number and its own $\mu$, the sum vanishes channel by channel. Differentiating $F=E-\sigma S$ then leaves
\begin{equation}
\frac{dF}{d\sigma}=\frac{dE}{d\sigma}-\sigma\frac{dS}{d\sigma}-S=-S,
\qquad \frac{dE}{d\sigma}=\sigma\frac{dS}{d\sigma}. \label{eq:stat}
\end{equation}
For boron at 0.60~eV, where the occupations do depend on the width, a finite difference gives $-dF/d\sigma=2.0684$, against $S=2.0683$.

\paragraph{Extrapolation.} Equations (\ref{eq:power}) and (\ref{eq:stat}) give $\sigma S=-nc\sigma^n+o(\sigma^n)$. Since $E=F+\sigma S$,
\begin{align}
E&=E_0+(1-n)\,c\,\sigma^n+o(\sigma^n),\\
\frac{E+F}{2}&=E_0+\left(1-\frac n2\right)c\,\sigma^n+o(\sigma^n). \label{eq:avg}
\end{align}
Also $(E-F)/n=-c\sigma^n+o(\sigma^n)$, and adding this to $F$ cancels the leading error, which proves (\ref{eq:main}).

The average is the case $n=2$. A residual entropy means $n=1$ and $c=-S_0$, and (\ref{eq:main}) then selects $E$ itself. The second relation in (\ref{eq:stat}) gives the reason: $E$ responds to changes of the entropy, and a constant $S_0$ contributes nothing. If all partial occupations vanish exponentially, as in a system with a gap and closed shells, there is no power-law error and the choice of estimate hardly matters at small width.

\section{Where the power comes from}

\subsection{A smooth band}

Take fixed levels with density of states $g(\varepsilon)$, and let $\Omega=F-\mu N$. A level contributes $(\varepsilon-\mu)f-\sigma s=\sigma w(x)$ with $w=xf-s$. By (\ref{eq:sx}), $w'=f+xf'-s'=f$. At zero width $w$ is replaced by $w_0=\min(x,0)$. With $\varepsilon=\mu+\sigma x$,
\begin{equation}
\Omega-\Omega_0=\sigma^2\int g(\mu+\sigma x)\,[w(x)-w_0(x)]\,dx. \label{eq:omega}
\end{equation}
Expand $g$ about $\mu$. The bracket is even in $x$, because $f(-x)=1-f(x)$, so odd derivatives of $g$ drop out. Two integrations by parts turn the remaining integrals into moments $m_k=\int x^k(-f')\,dx$:
\begin{equation}
\Omega-\Omega_0=-\frac{m_2}{2}\,g(\mu)\,\sigma^2-\frac{m_4}{24}\,g''(\mu)\,\sigma^4-\dots \label{eq:moments}
\end{equation}
At fixed $N$, $\Omega+\mu N$ is stationary in $\mu$. The shift of $\mu$ therefore enters $F$ only through its square, and the leading term of $F-E_0$ is the leading term of (\ref{eq:moments}).

For Fermi--Dirac smearing $m_2=\pi^2/3$ and for Gaussian smearing $m_2=1/2$, so $n=2$ and the average is right to this order. For first-order Methfessel--Paxton smearing $-f'=(\tfrac32-x^2)e^{-x^2}/\sqrt\pi$, which gives
\begin{equation}
m_2=\tfrac32\cdot\tfrac12-\tfrac34=0,\qquad m_4=\tfrac32\cdot\tfrac34-\tfrac{15}{8}=-\tfrac34 .
\end{equation}
Hence $n=4$ if $g''(\mu)\neq0$. The average then has error $(1-4/2)c\sigma^4=-c\sigma^4$: it reverses the error of $F$ and removes none of it.

A tight-binding chain with hopping 1.0~eV and 0.6 electrons per site shows all three cases. At $\sigma=0.10$~eV the Fermi--Dirac error per site falls from $-6.547$~meV for $F$ to 0.088~meV for the average, and the Gaussian error from $-0.985$ to 0.001~meV. With Methfessel--Paxton smearing the two errors are 0.00124 and $-0.00127$~meV, both negligible in size but of opposite sign, as derived.

This expansion requires $g$ to be smooth over several widths around $\mu$. It was derived for fixed levels; in a self-consistent metal the power should be checked by varying $\sigma$.

\subsection{A conical density of states}

Let $g=\alpha|\varepsilon|$, with the Fermi level held at the apex by symmetry. Equation (\ref{eq:omega}) then acquires one more factor of $\sigma$ from $|\varepsilon|=\sigma|x|$, and $n=3$. By (\ref{eq:avg}) the average has $-1/2$ of the error of $F$. For $\alpha=4/9$~eV$^{-2}$, a half-width of 3.0~eV and Fermi--Dirac smearing of 0.10~eV, the errors are $-0.801$~meV for $F$ and $+0.401$~meV for the average. The correct combination is $(2F+E)/3$.

\section{Degeneracy produced by self-consistency}

Two levels can also be partly filled at zero width because electron repulsion aligns them, without any symmetry. As a model, put one electron in two orbitals with occupations $q$ and $1-q$, and let
\begin{equation}
E(q)=Aq+\tfrac12Uq^2,\qquad S(q)=-2\,[q\ln q+(1-q)\ln(1-q)],
\end{equation}
with $U>0$ and $0<-A/U<1$. At zero width $q_0=-A/U$. At finite width stationarity requires
\begin{equation}
A+Uq=\sigma L(q),\qquad L(q)=\frac{dS}{dq}=2\ln\frac{1-q}{q}.
\end{equation}
To first order $q-q_0=\sigma L(q_0)/U$, and therefore
\begin{equation}
S=S_0+\gamma\sigma,\qquad E-E_0=\tfrac12U(q-q_0)^2=\tfrac12\gamma\sigma^2,\qquad \gamma=\frac{L(q_0)^2}{U}.
\end{equation}
The free energy is still linear in $\sigma$ and $E$ is still the better estimate, but its error is now quadratic instead of exponentially small, except at $q_0=\tfrac12$, where $\gamma=0$ and $E$ has no width error.

For $A=-0.6$~eV and $U=2.0$~eV, $q_0=0.30$ and $\gamma=1.436$~eV$^{-1}$. At 0.02~eV the error of $F$ is $-24.70$~meV and that of $E$ is 0.240~meV. The quadratic term alone would give $\tfrac12\times1.436\times0.02^2$~eV $=0.287$~meV, so higher orders are already visible. At 0.002~eV the calculated 0.00282~meV lies within 2 percent of the quadratic term.

A quadratic error of $E$ can be removed with two widths:
\begin{equation}
E_0\simeq\frac{4E(\sigma/2)-E(\sigma)}{3}.
\end{equation}
The $\sigma^2$ terms cancel because $4/4-1=0$. For the pair at 0.02~eV this leaves 0.007~meV, and for the Fermi--Dirac chain at 0.10~eV it reduces the error of $E$ from 6.72 to $-0.07$~meV. It leaves the small-width result for the symmetric atom unchanged, so the same formula can be applied to an atom and to a smooth metal with Fermi--Dirac or Gaussian smearing, provided the $k$ mesh is converged at the smaller width $\sigma/2$. On a mesh of only 40 points the same chain keeps an error of 1.0~meV, against 0.12~meV for the average. Of the $\sigma^4$ error of Methfessel--Paxton smearing the factor $(4/16-1)/3=-1/4$ survives. A cubic error is not removed: the factor $(4/8-1)/3=-1/6$ of it survives.

\section{Which energy is the limit?}

The value $E_0$ found for boron belongs to the spherical state with three occupations of $1/3$. An approximate functional need not give this state the same energy as one with a whole electron in a single $p$ orbital. With PBE in the same basis, the integer-occupied, nonspherical solution has energy $-669.596$~eV, which is 180~meV below $E_0$ (about 186~meV in cc-pVTZ and aug-cc-pVTZ). Smearing theory says how to reach the limit of a chosen branch; it does not say which branch should be the atomic reference.

The difference also limits the use of (\ref{eq:atom}). The integer solution has a gap of 0.53~eV (0.55~eV in cc-pVTZ) between its highest filled and lowest empty spin-up levels. If this branch is continued to small widths, its entropy vanishes and its free energy tends to the lower value, so below some width, about 0.13~eV here with Fermi--Dirac smearing, it has the lower $F$. The rows of the table at 0.05 and 0.10~eV therefore describe a branch that is held in place by the spherical averaging. A calculation free to break spherical symmetry can settle there. Its $E$, $F$ and average then agree once the width is small against this gap, but on an energy 180~meV away from that of the spherical atom. They lie within 5~meV of one another at 0.05~eV, whereas at 0.10~eV they are still $-102$, $-205$ and $-154$~meV relative to $E_0$, with $S=1.03$. Inspecting $S$ as the width is reduced separates the two cases: it tends to 1.91 on the spherical branch with Fermi--Dirac smearing, and to zero on the other.

One coincidence can mislead. At $\sigma=0.10$~eV the spherical branch has $F-E_0=-191$~meV, close to the $-180$~meV of the integer solution. The first number is proportional to the width and the second does not depend on it, so their closeness is no reason to take $F$ as the atomic energy. The remaining widths and the fitted powers are in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Chain: hopping 1.0 eV, 0.6 electrons per site, E0 = -1.030072 eV
chain fd    0.1 eV: power 2.013, F-E0 -6.54724 meV, avg-E0 0.08752 meV
   F+(E-F)/n - E0 = 0.087522 meV with n = 2
chain gauss 0.1 eV: power 2.001, F-E0 -0.98461 meV, avg-E0 0.00098 meV
   F+(E-F)/n - E0 = 0.000985 meV with n = 2
chain mp1   0.1 eV: power 4.024, F-E0 0.00124 meV, avg-E0 -0.00127 meV
   F+(E-F)/n - E0 = -0.000014 meV with n = 4
Cone, half-width 3.0 eV, fd 0.1 eV: power 3.0000
   F-E0 -0.8014 meV, avg-E0 0.4007 meV
Pinned pair: offset -0.6 eV, repulsion 2.0 eV, q at zero width 0.30
   powers at 0.002 eV: F 1.001, E 1.986; E at 0.02 eV: 1.874
   gamma = 1.4358 per eV; E-E0 at 0.002 eV: SCF 0.002818 meV, gamma term 0.002872 meV
   0.02 eV: F-E0 -24.6970 meV, E-E0 0.2400 meV, two-width 0.00728 meV
Chain fd 0.1 eV: E-E0 6.7223 meV, two-width -0.06669 meV
S0, one electron in three orbitals: fd 1.90954, gauss 0.77131
   entropy at fixed electron number: 1.09861
Boron, PBE, cc-pvdz, p occupation 1/3: E0 = -669.41582 eV = -24.6005778 hartree
   2s-2p gap: up 5.9248 eV, down 5.8182 eV
Boron errors against E0 in meV: E, F, (E+F)/2
   fd    0.05 eV:    0.00000    -95.4771    -47.7386
   fd    0.10 eV:    0.00000   -190.9543    -95.4771
   fd    0.20 eV:    0.00486   -381.9088   -190.9520
   fd    0.40 eV:    6.99486   -764.7788   -378.8920
   fd: power of F = 1.00000
   gauss 0.05 eV:    0.00000    -38.5656    -19.2828
   gauss 0.10 eV:   -0.00000    -77.1312    -38.5656
   gauss 0.20 eV:    0.00000   -154.2623    -77.1312
   gauss: power of F = 1.00000
   fd two-width estimate - E0 = -0.000000 meV
Gap error of E, fd 0.20 eV: formula 0.00486 meV, SCF 0.00486 meV
Boron fd 0.60 eV: -dF/dsigma = 2.06835, S = 2.06829
Boron, integer p occupation: E = -669.59628 eV
   integer minus fractional limit = -180.459 meV
   lowest empty minus highest filled up level = 0.5344 eV
\end{verbatim}
